# Massless sunrise integrals with n lines from Fourier transforms: a numerical check

```python
"""Massless Euclidean sunrise with n lines 1/(k^2)^a_i in d dimensions.

Results under test (measure d^dk/(2 pi)^d for every loop, A = sum a_i):
  Fourier transform of 1/(p^2)^a:
    Gamma(d/2-a) / (4^a pi^(d/2) Gamma(a)) * (x^2)^(a-d/2)
  sunrise:
    (4 pi)^(-(n-1)d/2) * prod[Gamma(d/2-a_i)/Gamma(a_i)]
    * Gamma(A-(n-1)d/2)/Gamma(n d/2-A) * (p^2)^((n-1)d/2-A)
p = external momentum, x = distance, m = arbitrary momentum unit.
The loop quadratures work in momentum space and use no Fourier formula.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.special import gamma, hyp0f1, hyp2f1, k1

# Near a pole of the gamma function the tiny offset epsilon = 1e-20 must
# itself keep many correct digits, hence the high working precision.
mp.mp.dps = 80


def line_in_space(x, d, a):
    """Derived Fourier transform of 1/(p^2)^a."""
    return gamma(d/2 - a)/(4**a*np.pi**(d/2)*gamma(a))*x**(2*a - d)


def sunrise(p_squared, d, indices):
    """Derived closed formula for the sunrise."""
    n, total = len(indices), sum(indices)
    value = (4*mp.pi)**(-(n - 1)*d/2)
    for a in indices:
        value *= mp.gamma(d/2 - a)/mp.gamma(a)
    value *= mp.gamma(total - (n - 1)*d/2)/mp.gamma(n*d/2 - total)
    return value*mp.mpf(p_squared)**((n - 1)*d/2 - total)


def sphere(d):
    """Surface of the unit sphere in d dimensions."""
    return 2*np.pi**(d/2)/gamma(d/2)


def wave_average(z, d):
    """Average of exp(i z cos(theta)) over directions."""
    return hyp0f1(d/2, -z*z/4)


def angular_quadrature(func, d):
    """Direction average computed directly from the angular measure."""
    top = quad(lambda t: np.sin(t)**(d - 2)*func(np.cos(t)), 0, np.pi)[0]
    return top/quad(lambda t: np.sin(t)**(d - 2), 0, np.pi)[0]


def first_break(d, scale):
    return (1 + (d/2 - 1)/2 - 0.25)*np.pi/scale


def oscillating_tail(d, power, scale):
    """Integral of r^power * wave_average(scale r) beyond first_break.

    Half-wave contributions alternate; averaging partial sums sums them.
    """
    edges = first_break(d, scale) + np.arange(42)*np.pi/scale
    pieces = [quad(lambda r: r**power*wave_average(scale*r, d), lo, hi)[0]
              for lo, hi in zip(edges[:-1], edges[1:])]
    sums = np.cumsum(pieces)[10:]
    while len(sums) > 1:
        sums = (sums[1:] + sums[:-1])/2
    return sums[0]


def close(first, second, tolerance):
    return abs(float(first)/float(second) - 1) < tolerance


# Direction averages used by the quadratures below
assert close(angular_quadrature(lambda c: np.cos(3.0*c), 2.5),
             wave_average(3.0, 2.5), 1e-7)
for ratio in (0.3, 0.6, 0.9):
    direct = angular_quadrature(
        lambda c: (1 + ratio**2 - 2*ratio*c)**(-1.2), 2.5)
    assert close(direct, hyp2f1(1.2, 0.95, 1.25, ratio**2), 1e-7)

# Fourier transform from its definition, as an oscillating integral
distance = 1.3
print(f"distance x = {distance} 1/m")
for d, a in ((2.5, 1.0), (3.0, 1.0), (4.0, 1.0), (5.0, 1.7)):
    power = d - 1 - 2*a
    inner = quad(lambda r: r**power*wave_average(distance*r, d),
                 0, first_break(d, distance), limit=200)[0]
    direct = sphere(d)/(2*np.pi)**d*(
        inner + oscillating_tail(d, power, distance))
    formula = line_in_space(distance, d, a)
    print(f"Fourier d={d} a={a}: quadrature {direct:.8f}, "
          f"formula {formula:.8f} m^{d - 2*a:.1f}")
    assert close(direct, formula, 1e-6)

# Distribution sense, where the pointwise integral does not converge:
# pair both sides with the Gaussian exp(-x^2/2)
d, a = 3.0, 0.3
momentum_side = sphere(d)/(2*np.pi)**(d/2)*quad(
    lambda p: p**(d - 1 - 2*a)*np.exp(-p*p/2), 0, 12)[0]
space_side = sphere(d)*line_in_space(1.0, d, a)*quad(
    lambda x: x**(2*a - 1)*np.exp(-x*x/2), 0, 12, limit=200)[0]
print(f"Gaussian pairing d=3 a=0.3: momentum {momentum_side:.8f}, "
      f"space {space_side:.8f} (dimensionless test)")
assert close(momentum_side, space_side, 1e-6)


def one_loop(d, a, b):
    """Loop integral of 1/(k^2)^a 1/((k-p)^2)^b at p=1 by quadrature.

    Momenta k > 1 are mapped to t = 1/k, so t runs from 0 to 1.
    """
    def integrand(t):
        return hyp2f1(b, b - d/2 + 1, d/2, t*t)*(
            t**(d - 1 - 2*a) + t**(2*(a + b) - d - 1))
    total = sum(quad(integrand, lo, hi, limit=200, epsrel=1e-8)[0]
                for lo, hi in ((0, 0.5), (0.5, 1)))
    return sphere(d)/(2*np.pi)**d*total


def nested_loops(d, indices):
    """Do loops one by one; dimensional analysis fixes each power of k."""
    value, effective = 1.0, indices[0]
    for b in indices[1:]:
        value *= one_loop(d, effective, b)
        effective += b - d/2
    return value


for n in (2, 3, 4):
    d, indices = 2.5, [1.0]*n
    direct = nested_loops(d, indices)
    formula = float(sunrise(1, d, indices))
    at_two = float(sunrise(4, d, indices))
    print(f"sunrise d=2.5 n={n} p=1 m: loops {direct:.8f}, "
          f"formula {formula:.8f} m^{(n - 1)*d - 2*n:.1f}")
    print(f"sunrise d=2.5 n={n} p=2 m: formula {at_two:.8f} "
          f"m^{(n - 1)*d - 2*n:.1f}")
    assert close(direct, formula, 1e-5)

bubble = one_loop(3.0, 1.0, 1.0)
print(f"bubble d=3 p=1 m: loop {bubble:.8f}, "
      f"formula {float(sunrise(1, 3.0, [1.0, 1.0])):.8f} 1/m")
assert close(bubble, sunrise(1, 3.0, [1.0, 1.0]), 1e-6)
assert close(bubble, 1/8, 1e-6)

indices = [1.3, 1.2, 1.2, 1.15]
direct = nested_loops(3.0, indices)
formula = float(sunrise(1, 3.0, indices))
print(f"sunrise d=3 indices {indices} p=1 m:")
print(f"  loops {direct:.6e}, formula {formula:.6e} "
      f"m^{9 - 2*sum(indices):.1f}")
assert close(direct, formula, 1e-5)

# Outside the convergence window: subtract the value at p=0 under the
# space integral and compare with the continued gamma functions
d, n, p = 3.5, 3, 2.0
b = n*d/2 - n
power = d - 1 - 2*b
edge = first_break(d, p)
radial = quad(lambda x: x**power*(wave_average(p*x, d) - 1), 0, edge)[0]
radial += oscillating_tail(d, power, p) - edge**(d - 2*b)/(2*b - d)
direct = sphere(d)*line_in_space(1.0, d, 1.0)**n*radial
formula = float(sunrise(p*p, d, [1.0]*n))
print(f"continued sunrise d=3.5 n=3 p=2 m: subtracted {direct:.6e}, "
      f"formula {formula:.6e} m^{(n - 1)*d - 2*n:.1f}")
assert close(direct, formula, 1e-6)

# Near four dimensions: d = 4 - 2 epsilon, unit indices
tiny = mp.mpf(10)**(-20)
x = 0.7
print("d=4-2eps, in units of (p^2)^(n-2)/(4 pi)^(2(n-1)):")
for n in (2, 3, 4, 5):
    unit = (4*mp.pi)**(-2*(n - 1))
    low = sunrise(1, 4 - 2*tiny, [1]*n)/unit
    high = sunrise(2, 4 - 2*tiny, [1]*n)/unit/mp.mpf(2)**(n - 2)
    residue = float(tiny*low)
    log_coefficient = float((high - low)/mp.log(2))
    factorials = float(mp.factorial(n - 1)*mp.factorial(n - 2))
    print(f"  n={n}: residue of 1/eps {residue:.8f}, "
          f"coefficient of ln p^2 {log_coefficient:.8f}")
    assert close(residue, (-1)**n/((n - 1)*factorials), 1e-10)
    assert close(log_coefficient, -(n - 1)*residue, 1e-10)
    # The logarithm as a spectral density: massive propagators (mass M)
    # must add up to the product of n massless ones in d=4
    density = -(-1)**n*log_coefficient*float(unit)
    summed = quad(lambda M: 2*M*density*M**(2*(n - 2))
                  * M*k1(M*x)/(4*np.pi**2*x), 0, 60/x, limit=200)[0]
    product = (4*np.pi**2*x*x)**(-n)
    print(f"    x=0.7/m: spectral sum {summed:.6e}, "
          f"product {product:.6e} m^{2*n}")
    assert close(summed, product, 1e-6)


def three_lines_scaled(epsilon, p_squared):
    """(4 pi)^4 S_3/p^2 with the MS-bar scale set to one."""
    scale_factor = (mp.exp(mp.euler)/(4*mp.pi))**(2*epsilon)
    return ((4*mp.pi)**4*scale_factor/p_squared
            * sunrise(p_squared, 4 - 2*epsilon, [1, 1, 1]))


def three_lines_expanded(epsilon, p_squared):
    return -1/(4*epsilon) + mp.log(p_squared)/2 - mp.mpf(13)/8


for p_squared in (1, 4):
    gap = (three_lines_scaled(tiny, p_squared)
           - three_lines_expanded(tiny, p_squared))
    assert abs(gap) < 1e-15
constant = three_lines_scaled(tiny, 1) + 1/(4*tiny)
finite = three_lines_scaled(tiny, 4) + 1/(4*tiny)
print(f"n=3 finite part of (4 pi)^4 S/p^2 at p=mubar: "
      f"{float(constant):.6f} (dimensionless)")
print(f"n=3 finite part of (4 pi)^4 S/p^2 at p=2 mubar: "
      f"{float(finite):.6f} (dimensionless)")
epsilon = mp.mpf(1)/100
print(f"n=3 eps=0.01 p=2 mubar: full "
      f"{float(three_lines_scaled(epsilon, 4)):.6f}, expansion "
      f"{float(three_lines_expanded(epsilon, 4)):.6f} (dimensionless)")

print("no test failed")
```

Printed output:

```
distance x = 1.3 1/m
Fourier d=2.5 a=1.0: quadrature 0.19006934, formula 0.19006934 m^0.5
Fourier d=3.0 a=1.0: quadrature 0.06121344, formula 0.06121344 m^1.0
Fourier d=4.0 a=1.0: quadrature 0.01498834, formula 0.01498834 m^2.0
Fourier d=5.0 a=1.7: quadrature 0.00455996, formula 0.00455996 m^1.6
Gaussian pairing d=3 a=0.3: momentum 0.84152799, space 0.84152799 (dimensionless test)
sunrise d=2.5 n=2 p=1 m: loops 0.38411271, formula 0.38411271 m^-1.5
sunrise d=2.5 n=2 p=2 m: formula 0.13580435 m^-1.5
sunrise d=2.5 n=3 p=1 m: loops 0.12314299, formula 0.12314299 m^-1.0
sunrise d=2.5 n=3 p=2 m: formula 0.06157150 m^-1.0
sunrise d=2.5 n=4 p=1 m: loops 0.04730079, formula 0.04730079 m^-0.5
sunrise d=2.5 n=4 p=2 m: formula 0.03344671 m^-0.5
bubble d=3 p=1 m: loop 0.12500000, formula 0.12500000 1/m
sunrise d=3 indices [1.3, 1.2, 1.2, 1.15] p=1 m:
  loops 4.574529e-03, formula 4.574529e-03 m^-0.7
continued sunrise d=3.5 n=3 p=2 m: subtracted -1.636895e-03, formula -1.636895e-03 m^1.0
d=4-2eps, in units of (p^2)^(n-2)/(4 pi)^(2(n-1)):
  n=2: residue of 1/eps 1.00000000, coefficient of ln p^2 -1.00000000
    x=0.7/m: spectral sum 2.672319e-03, product 2.672319e-03 m^4
  n=3: residue of 1/eps -0.25000000, coefficient of ln p^2 0.50000000
    x=0.7/m: spectral sum 1.381442e-04, product 1.381442e-04 m^6
  n=4: residue of 1/eps 0.02777778, coefficient of ln p^2 -0.08333333
    x=0.7/m: spectral sum 7.141291e-06, product 7.141291e-06 m^8
  n=5: residue of 1/eps -0.00173611, coefficient of ln p^2 0.00694444
    x=0.7/m: spectral sum 3.691653e-07, product 3.691653e-07 m^10
n=3 finite part of (4 pi)^4 S/p^2 at p=mubar: -1.625000 (dimensionless)
n=3 finite part of (4 pi)^4 S/p^2 at p=2 mubar: -0.931853 (dimensionless)
n=3 eps=0.01 p=2 mubar: full -25.964962, expansion -25.931853 (dimensionless)
no test failed
```
